# Magnetron maintenance voltage from ion replacement and electron energy

A magnetron cathode is held at a voltage \(V\) below the plasma. Positive ions fall onto it and sputter it; some also release electrons. The cathode sheath accelerates these secondary electrons into the gas, where a magnetic field holds them until they have made new ions. We ask what voltage keeps this cycle going, and how far a simple estimate can be trusted.

Here \(e>0\) is the elementary charge, and potentials are measured from the cathode, so that the plasma is at \(+V\). Each ion arriving at the cathode releases \(\gamma\) electrons on average, and \(\gamma\) is taken as independent of ion energy. Electrons leave the cathode with negligible kinetic energy. Ions are singly charged and made from ground-state atoms by electron impact. All averages are over many events.

## (a) The replacement condition

Suppose that every secondary electron enters the plasma, that it and its descendants make \(N\) ions there, and that all these ions return to the cathode. Find the condition for a steady discharge, and say what happens when it is not met.

**Solution.** Let \(n_g\) ions strike the cathode in generation \(g\). They release \(\gamma n_g\) electrons, and each of these leads to \(N\) ions. Hence
\[
n_{g+1}=\gamma N\,n_g ,\qquad n_g=(\gamma N)^g\,n_0 .
\]
The number is steady if
\[
\gamma N=1 .
\]
For \(\gamma=0.1\), each secondary must lead to ten ions. If \(\gamma N>1\) the current grows; if \(\gamma N<1\) it dies away. Since \(N\) rises with the energy given to the electron, the condition selects a voltage.

It does not select a current, because \(n_0\) cancels. In this linear description, a voltage that varies with current must come from a change of \(\gamma\), \(N\) or the losses with current.

## (b) The simple voltage

Let \(W(E)\) be the energy spent in the gas per ion-electron pair when an electron of initial energy \(E\) is brought to rest together with its descendants. Assume that the secondary gains its full energy before its first collision and that none of this energy escapes. Find \(V\).

**Solution.** By definition \(N(E)=E/W(E)\). The secondary crosses the whole potential difference, so \(E=eV\). Putting this into \(\gamma N=1\) gives
\[
\gamma\,\frac{eV}{W(eV)}=1
\quad\Longrightarrow\quad
eV=\frac{W(eV)}{\gamma}.
\]
This is still an implicit equation, since \(W\) depends on \(eV\). If \(W\) is nearly constant in the range concerned, it becomes
\[
V=\frac{W}{e\gamma}.
\]
With \(W\) in eV, \(W/\gamma\) is the voltage in volts.

\(W\) is larger than the ionisation energy. It also covers excitation of atoms and the kinetic energy left in electrons too slow to excite or ionise.

## (c) Is the cost per pair constant?

Take a model gas with round, argon-like numbers. An electron of energy \(T\ge 12\) eV makes inelastic collisions. A fraction \(p(T)\) of them ionise, at a cost of 16 eV; the rest excite, at a cost of 12 eV. For \(T>16\) eV, with \(T\) in eV,
\[
p(T)=0.8\,\frac{T-16}{T-11},
\]
and \(p=0\) below. After an ionisation, the slower electron has energy \(s\), with a weight proportional to \(1/(s^2+100)\) for whole values of \(s\) in eV up to \((T-16)/2\). Show why \(W\) tends to a nearly constant value, and find the error of the simple law.

**Solution.** Follow one collision. An excitation leaves one electron of energy \(T-12\). An ionisation adds one ion and leaves two electrons, of energies \(s\) and \(T-16-s\). The mean number of ions therefore obeys
\[
N(T)=(1-p)N(T-12)+p\left[1+\langle N(s)\rangle+\langle N(T-16-s)\rangle\right],
\]
with \(N=0\) for \(T<12\) eV.

At high energy, try a straight line, \(N(T)=(T-E_0)/W_d\), for the fast electron. The slow one must be treated apart, because it is often below threshold, where the line does not hold. Write \(\nu=\langle N(s)\rangle\) for the ions it makes. Multiplying the equation by \(W_d\) gives
\[
T-E_0=(1-p)(T-12-E_0)+p\left[W_d(1+\nu)+T-16-\langle s\rangle-E_0\right].
\]
The terms in \(T\) and \(E_0\) have total weight \((1-p)+p=1\) on the right and cancel those on the left. What remains is
\[
pW_d(1+\nu)=12(1-p)+p\,(16+\langle s\rangle),
\]
\[
W_d=\frac{16+\langle s\rangle+12(1-p)/p}{1+\nu}\ \text{eV}.
\]
The numerator is the energy lost by the fast electron per ionisation it makes. The denominator counts that ion and those made later by the slow electron. \(T\) enters only through \(p\), \(\langle s\rangle\) and \(\nu\), which vary slowly at high energy, so a straight line is a good approximation there. The offset \(E_0\) is set by the region near threshold. The line then gives
\[
W(E)=\frac{E}{N(E)}=W_d\,\frac{E}{E-E_0},
\]
which falls towards \(W_d\) as \(E\) rises.

The equation for \(N(T)\) can be solved numerically from low energy upwards in steps of 1 eV:

| \(E\) (eV) | \(N\) | \(W=E/N\) (eV) |
|---|---|---|
| 50 | 1.41 | 35.6 |
| 100 | 3.25 | 30.8 |
| 300 | 10.63 | 28.2 |
| 600 | 21.72 | 27.6 |
| 1000 | 36.52 | 27.4 |

The values at 300 and 600 eV fix the line:
\[
W_d=\frac{600-300}{21.72-10.63}=27.05\ \text{eV},\qquad
E_0=300-10.63\times27.05=12.5\ \text{eV}.
\]
Setting \(\gamma(eV-E_0)/W_d=1\) gives an improved law,
\[
eV=\frac{W_d}{\gamma}+E_0 .
\]
The next table compares three voltages: the one at which the computed \(N\) equals \(1/\gamma\), the simple law with \(W\) fixed at its 1000 eV value of 27.39 eV, and the improved law.

| \(\gamma\) | counted (V) | \(W/(e\gamma)\) (V) | with offset (V) |
|---|---|---|---|
| 0.20 | 147.6 | 136.9 | 147.8 |
| 0.10 | 283.0 | 273.9 | 283.0 |
| 0.05 | 553.5 | 547.7 | 553.5 |

Relative to the count, the simple law is low by 7.2 %, 3.2 % and 1.0 %. It is worst for large \(\gamma\), where the voltage is low and the fixed offset weighs more. Within this gas model, then, a constant \(W\) is a modest source of error.

The growth and decay of part (a) can be seen by following random cascades for \(\gamma=0.1\), starting from 5000 ions. After four generations the ion number had changed by a factor of 0.38 at 0.8 times the maintenance voltage, and by 2.32 at 1.2 times. The straight line predicts 0.39 and 2.15. The second difference is about 8 %, which is the statistical scatter expected when each generation starts from only some 500 to 900 electrons.

## (d) Losses and electrons born inside the field

Now relax the assumptions. A fraction \(r\) of the secondaries is turned back by the magnetic field and recaptured by the cathode before colliding. Only a fraction \(\beta\) of the ions reaches the cathode, wherever they were born. Of the energy that the field gives to electrons, a fraction \(\eta\) is spent in the gas; the rest leaves with fast electrons that escape. Finally, some ions are made where the potential is still below \(V\). Find the new maintenance voltage.

**Solution.** First count particles. Let each escaping secondary lead to \(M\) ions. Of these, \(\beta M\) reach the cathode and release \(\gamma\beta M\) electrons, of which a fraction \(1-r\) escapes recapture. A steady state requires
\[
fM=1,\qquad f\equiv\beta\gamma(1-r).
\]

Next count energy. The escaping secondary goes from potential 0 to \(V\) and gains \(eV\). A recaptured electron starts and ends at the cathode, so the field does no net work on it. When ion \(j\) is made at potential \(\phi_j\), a new electron appears at the same place. On its way to the plasma it gains a further \(e(V-\phi_j)\). Its kinetic energy at birth came from the electron that struck the atom and must not be counted again.

Let \(\bar x\) be the mean of \(\phi_j/V\) over all ions. The field energy per escaping secondary is then
\[
eV+M\,e(V-\bar xV)=eV\left[1+M(1-\bar x)\right].
\]
A fraction \(\eta\) of this is spent on \(M\) pairs. With \(W\) now the mean cost per pair in this discharge,
\[
MW=\eta\,eV\left[1+M(1-\bar x)\right].
\]
Divide by \(M\) and use \(1/M=f\):
\[
W=\eta\,eV\left[f+1-\bar x\right],
\]
\[
eV=\frac{W}{\eta\left[\beta\gamma(1-r)+1-\bar x\right]} .
\]

The two terms in the bracket are the two sources of electron energy. Per ion made, secondaries bring \(f\,eV\) and newly born electrons bring \((1-\bar x)eV\). The newly born electrons therefore supply the share
\[
\frac{1-\bar x}{f+1-\bar x}.
\]

## (e) Limits and the power balance

Recover the simple law, find when field heating spoils it, and check that the energies of ions and electrons add up to the electrical input.

**Solution.** For \(r=0\), \(\beta=\eta=1\) and \(\bar x=1\), the bracket is \(\gamma\) and \(eV=W/\gamma\). The requirement on \(\bar x\) is strict: \(1-\bar x\) has to be small compared with \(\gamma\), not merely with 1. Keep \(W\) fixed and the other losses absent. Then
\[
\frac{V}{W/(e\gamma)}=\frac{\gamma}{\gamma+1-\bar x}.
\]
If \(\gamma=0.1\) and ions are born on average at 90 % of the full potential, this ratio is one half. A small potential drop outside the sheath matters so much because ten electrons are born in the gas for every secondary. If they fall on average through one tenth of the full potential, together they gain as much energy as the secondary does.

In the opposite limit, \(f\ll1-\bar x\), the law becomes
\[
eV\simeq\frac{W}{\eta(1-\bar x)} .
\]
Averaged over all pairs, the energy that newly born electrons gain from the field then pays for nearly the whole cost of a pair. This does not make the voltage independent of secondary emission. The condition \(fM=1\) must still hold, and \(W\), \(\eta\) and \(\bar x\) change with \(V\). Written as \(f\,eV=W/\eta-e(1-\bar x)V\), the law shows that \(V\) still scales roughly as \(1/f\) when the right-hand side changes slowly, as it can when the extra drop is a fixed number of volts. In the presheath case of part (f), halving \(f\) raises the counted voltage from 547 V to about 1250 V, whereas the law with \(W\), \(\eta\) and \(\bar x\) frozen would give about 880 V.

For the power balance take \(\beta=1\) and consider one ion reaching the cathode. It has fallen through \(\bar xV\) on average and gained \(e\bar xV\). The electrons have gained \(eV(f+1-\bar x)\). Together,
\[
e\bar xV+eV(f+1-\bar x)=eV(1+f).
\]
The charge passed at the cathode is \(e\) from the ion and \(fe\) from the escaping electrons, so, if the anode is at the plasma potential, the supply has delivered exactly this energy. In the ideal case with \(\gamma=0.1\), the electrons receive \(0.1/1.1\), or 9 %, of the power. The other 91 % goes to the ions, which carry it towards the cathode.

## (f) The size of each effect

Take \(\gamma=0.1\), \(r=0.5\) and \(\beta=0.9\). Add the effects of part (d) one at a time for the gas of part (c), and find what controls the voltage.

**Solution.** The feedback factor is
\[
f=0.9\times0.1\times(1-0.5)=0.045,
\]
so each escaping secondary must lead to \(1/0.045=22.2\) ions.

The other quantities need a transport model. Electrons move outward through the sheath and then through a presheath, a weaker field region with a fixed drop of 30 V. At each volt of advance they may collide, with a probability proportional to \((T-12)/(T-2)\), \(T\) in eV, above threshold. Without this energy factor, the expected number of collisions would be 12 in the presheath, spread evenly over its 30 V, and 0.5 in the sheath, spread evenly over its thickness. The sheath potential has the Child-law shape. Beyond the presheath there is no field, and an electron above threshold has a 1 % chance of escaping before each inelastic collision. No escape is allowed inside the field regions. The collision numbers are chosen to stand for the repeated passes of trapped electrons; they are not derived from an orbit calculation.

A numerical recursion over potential and energy adds up the ions, their birth potentials, and the energies spent and escaped. The voltage is found by counting ions until \(fM=1\), with \(f\) replaced by \(\gamma\) in the first row.

| effects included | \(V\) (V) | \(W\) (eV) | \(\eta\) | \(1-\bar x\) |
|---|---|---|---|---|
| ideal | 283 | 28.3 | 1 | 0 |
| + recapture, ion loss | 614 | 27.6 | 1 | 0 |
| + electron escape | 693 | 27.4 | 0.879 | 0 |
| + presheath | 547 | 32.2 | 0.981 | 0.0150 |
| + sheath collisions | 458 | 33.4 | 0.990 | 0.0287 |

The energy law reproduces the counted voltage when the tallied quantities are inserted. For the last row,
\[
V=\frac{33.44}{0.990\,(0.045+0.0287)}\ \text{V}=458\ \text{V}.
\]

Recapture and ion loss more than double the ideal voltage. The rise is slightly less than \(1/0.45=2.22\) because \(W\) falls a little at the higher energy. Electron escape adds another 13 %.

The presheath then lowers the voltage, for reasons that the law separates:
\[
\frac{547}{693}\simeq
\underbrace{\frac{32.23}{27.41}}_{1.18}\times
\underbrace{\frac{0.879}{0.981}}_{0.90}\times
\underbrace{\frac{0.045}{0.060}}_{0.75}=0.79 .
\]
The last factor is the energy given to new electrons. The middle one appears mainly because much of the energy is now spent in a region where this model allows no escape; the lower voltage also reduces the escaping share a little. The first acts the other way: pairs have become dearer. Since each ionisation costs a fixed 16 eV in this model, the extra cost must lie in more excitation per ion, in more kinetic energy left in slow electrons, or in both. The calculation does not separate the two. It does show that \(W\) from a fast-electron cascade should not be carried over unchanged to a discharge with strong field heating.

In the last row, the energy supplied per pair is
\[
0.045\times458+0.0287\times458=20.6+13.1=33.7\ \text{eV}.
\]
Of this, 99 % is spent in the gas, which returns \(W=33.4\) eV. Newly born electrons supply 39 % of the total, although their ions are born on average at 97 % of the full potential.

## (g) Comparison with a real magnetron

For rough typical conditions, take argon at 4 mTorr and 400 K, a magnetic field of 30 mT, a current density of 20 mA/cm² and an inelastic cross-section of \(3\times10^{-20}\) m². Is magnetic trapping needed, and can the model voltage be used for a device?

**Solution.** The gas density is \(n=p/(k_BT_g)=9.7\times10^{19}\) m⁻³, where \(p\) and \(T_g\) are the gas pressure and temperature. The inelastic free path is
\[
\lambda=\frac{1}{n\sigma}=\frac{1}{9.66\times10^{19}\times3\times10^{-20}}\ \text{m}=0.345\ \text{m}.
\]
At the ideal voltage of 283 V, the model's primary electron loses on average 28.3 eV per collision, including the energy handed to the electron it frees. If this loss and \(\lambda\) are held constant, the path needed to spend the energy is about
\[
\frac{283}{28.3}\times0.345\ \text{m}=3.5\ \text{m}.
\]
This is much longer than a chamber some tens of centimetres across. A freely flying secondary would reach a wall with most of its energy unspent, so the assumption \(\eta\simeq1\) rests on magnetic trapping.

The gyroradius at full energy is \(\sqrt{2m_e eV}/(eB)=1.9\) mm, with \(m_e\) the electron mass and \(B\) the magnetic field. For a collisionless sheath that ions enter with negligible speed, Child's law gives the thickness
\[
d=\left[\frac{4\varepsilon_0}{9J_i}\sqrt{\frac{2e}{m_i}}\;V^{3/2}\right]^{1/2}=0.48\ \text{mm},\qquad J_i=\frac{J}{1+\gamma},
\]
where \(m_i\) is the ion mass, \(J\) the total current density and \(J_i\) its ion part. One straight crossing of this sheath gives a collision chance of only \(d/\lambda=1.4\times10^{-3}\). The value 0.5 used in part (f) therefore assumes about \(0.5\times34.5=17\) cm of path inside the sheath, accumulated over many returns. That is a strong assumption, and it accounts for the last fall, from 547 to 458 V. The presheath value 12 likewise assumes about \(12\times0.345=4.1\) m of path inside the presheath, and the fall from 693 to 547 V rests on it.

Direct-current magnetrons sputtering metals in argon commonly run at roughly 300 to 700 V. A yield \(\gamma\) near 0.1 is of the right size for argon ions on many clean metals, and a cost \(W\) somewhat below 30 eV is of the right size for fast electrons in argon. The ideal 283 V lies just below the lower end of that voltage range, but this closeness does not confirm its assumptions. Real devices break the assumption of no recapture, which here raises the voltage to about 600 V together with ion loss, and the assumption of no field heating, which brings it down again. The two corrections partly cancel. The final 458 V depends on the chosen \(r\), presheath drop and collision numbers, and is not a prediction for a particular cathode. The simple law is best used for the scale of the voltage; inferring \(\gamma\) from a measured voltage would also require \(r\), \(\beta\), \(\eta\), \(\bar x\) and the actual \(W\).
